# Hall voltage against misalignment offset in a low-mobility film: a numerical check

```python
"""Hall voltage against misalignment offset in a low-mobility film.

Result under test: V_H / V_off = mu * B / s, where
  mu = Hall mobility, B = field normal to the film,
  s  = probe displacement along the current / bar width (squares).
Separately V_H = I*R_s*mu*B = I*B/(e*p*t) and V_off = I*R_s*s, with
  I = current, R_s = sheet resistance, p = hole density, t = thickness.
The formulas are compared with a time integration of the drift equation
and with a finite-element solution of current flow in a Hall bar.
"""
import numpy as np
from scipy.constants import e, k
from scipy.integrate import solve_ivp
from scipy.sparse import csr_matrix, kron
from scipy.sparse.linalg import spsolve


def line_matrices(nodes):
    """Stiffness, mass and derivative matrices of linear elements on a line."""
    n = len(nodes)
    stiff, mass, deriv = np.zeros((n, n)), np.zeros((n, n)), np.zeros((n, n))
    for i, h in enumerate(np.diff(nodes)):
        part = slice(i, i + 2)
        stiff[part, part] += np.array([[1, -1], [-1, 1]]) / h
        mass[part, part] += np.array([[2, 1], [1, 2]]) * h / 6
        deriv[part, part] += np.array([[-1, -1], [1, 1]]) / 2
    return csr_matrix(stiff), csr_matrix(mass), csr_matrix(deriv)


def transverse_resistance(r_sheet, mu_b, shift, aspect=6.0, nx=100, ny=31):
    """(lower probe - upper probe voltage)/current for a bar of unit width.

    The ends are metal contacts, the edges insulate, and the upper probe
    sits downstream of the lower one by 'shift' bar widths.
    """
    x = np.concatenate([np.linspace(-aspect / 2, -shift / 2, nx),
                        np.linspace(shift / 2, aspect / 2, nx)])
    y = np.linspace(0, 1, ny)
    kx, mx, cx = line_matrices(x)
    ky, my, cy = line_matrices(y)
    resistivity = r_sheet * np.array([[1, -mu_b], [mu_b, 1]])
    sig = np.linalg.inv(resistivity)
    system = (sig[0, 0] * kron(kx, my) + sig[1, 1] * kron(mx, ky)
              + sig[0, 1] * kron(cx, cy.T) + sig[1, 0] * kron(cx.T, cy)).tocsr()
    total = len(x) * ny
    potential = np.zeros(total)
    potential[:ny] = 1.0
    free = np.arange(ny, total - ny)
    load = -(system @ potential)[free]
    potential[free] = spsolve(system[free][:, free].tocsc(), load)
    current = (system @ potential)[:ny].sum()
    lower = potential[(nx - 1) * ny]
    upper = potential[nx * ny + ny - 1]
    return (lower - upper) / current


def odd_even(r_sheet, mu_b, shift, **mesh):
    """Parts of the transverse resistance odd and even in the field."""
    plus = transverse_resistance(r_sheet, mu_b, shift, **mesh)
    minus = transverse_resistance(r_sheet, -mu_b, shift, **mesh)
    return (plus - minus) / 2, (plus + minus) / 2


def steady_velocity(field_y, mu_b):
    """Hole velocity after many collision times, in units of mu*E_x."""
    def rate(_, v):
        return [1 + mu_b * v[1] - v[0], field_y - mu_b * v[0] - v[1]]
    run = solve_ivp(rate, (0, 40), [0, 0], rtol=1e-10, atol=1e-12)
    return run.y[:, -1]


def shorting_series(aspect):
    """Small-field Hall reduction at mid-bar caused by the end contacts."""
    n = np.arange(1, 4001, 2)
    sign = (-1.0) ** ((n - 1) // 2)
    terms = sign / n**2 * np.tanh(n * np.pi / (2 * aspect))
    return 8 * aspect / np.pi**2 * terms.sum()


# Inputs in engineering units, then in SI
mobility_cm, field, squares = 0.1, 1.0, 0.01
density_cm, thickness_nm, current_uA = 1e20, 50.0, 10.0
width_mm, temperature = 1.0, 300.0
mobility = mobility_cm * 1e-4
density, thickness = density_cm * 1e6, thickness_nm * 1e-9
current, width = current_uA * 1e-6, width_mm * 1e-3

# Derived formulas
mu_b = mobility * field
r_sheet = 1 / (e * density * mobility * thickness)
v_hall = current * r_sheet * mu_b
v_offset = current * r_sheet * squares
ratio = mu_b / squares

# Drift equation: transverse field that stops the transverse current
for trial in (0.05, 0.4):
    v0 = steady_velocity(0.0, trial)[1]
    v1 = steady_velocity(1.0, trial)[1]
    balance_field = -v0 / (v1 - v0)
    assert abs(balance_field / trial - 1) < 1e-6
    assert abs(steady_velocity(balance_field, trial)[0] - 1) < 1e-6

# Current flow in the bar: mesh error and end contacts are below 0.3 %
odd, even = odd_even(r_sheet, mu_b, squares)
fem_hall, fem_offset = current * odd, current * even
force_balance_hall = current * field / (e * density * thickness)
assert abs(fem_hall / force_balance_hall - 1) < 3e-3
assert abs(fem_hall / v_hall - 1) < 3e-3
assert abs(fem_offset / v_offset - 1) < 3e-3
assert abs(fem_hall / fem_offset / ratio - 1) < 5e-3
odd_big, even_big = odd_even(1.0, 0.3, 0.02)
assert abs(odd_big / 0.3 - 1) < 5e-3
assert abs(even_big / 0.02 - 1) < 5e-3

# Warming between the two field polarities, thermally activated mobility
activation_eV = 0.05
temp_coeff = activation_eV * e / (k * temperature**2)
drift_full = 2 * ratio / temp_coeff
drift_tenth = 0.1 * drift_full
warm = temperature + drift_tenth
change = np.exp(activation_eV * e / k * (1 / warm - 1 / temperature))
first = transverse_resistance(r_sheet, mu_b, squares)
second = transverse_resistance(r_sheet * change, -mu_b / change, squares)
drift_error = (first - second) / 2 / odd - 1
assert abs(drift_error - 0.1) < 2e-3

# Magnetoresistance: even in field, harmful only without field reversal
magneto = 1e-3
r_on, mu_b_on = r_sheet * (1 + magneto), mu_b / (1 + magneto)
on_plus = transverse_resistance(r_on, mu_b_on, squares)
on_minus = transverse_resistance(r_on, -mu_b_on, squares)
off = transverse_resistance(r_sheet, 0.0, squares)
error_on_off = (on_plus - off) / odd - 1
error_reversal = (on_plus - on_minus) / 2 / odd - 1
assert abs(error_on_off - magneto / ratio) < 1e-2
assert abs(error_reversal) < 1e-3

# Shorting of the Hall voltage by the end contacts
short_factor = {}
for aspect in (1.0, 2.0, 4.0):
    part, _ = odd_even(1.0, 1e-3, squares, aspect=aspect, nx=60, ny=41)
    short_factor[aspect] = part / 1e-3
    assert abs(short_factor[aspect] - shorting_series(aspect)) < 4e-3

# Other neglected effects, from rough assumed inputs
hall_factor = 0.1
seebeck_uV, probe_dT_mK = 100.0, 10.0
thermo_uV = seebeck_uV * probe_dT_mK * 1e-3
noise_nV = np.sqrt(4 * k * temperature * r_sheet * 1.0) * 1e9
glass_mm, glass_conductivity = 0.7, 1.0
heat_flux = current**2 * r_sheet / width**2
heating_mK = heat_flux * glass_mm * 1e-3 / glass_conductivity * 1e3

print(f"Hall mobility: {mobility_cm:.2f} cm2/Vs")
print(f"field: {field:.1f} T")
print(f"misalignment: {squares:.3f} squares")
print(f"hole density (rough): {density_cm:.1e} cm^-3")
print(f"thickness: {thickness_nm:.0f} nm")
print(f"current: {current_uA:.0f} uA")
print(f"bar width: {width_mm:.1f} mm")
print(f"probe displacement: {squares * width * 1e6:.1f} um")
print(f"temperature: {temperature:.0f} K")
print(f"mobility times field: {mu_b:.2e} (pure number)")
print(f"sheet resistance: {r_sheet / 1e3:.1f} kohm per square")
print(f"voltage along one square: {current * r_sheet:.3f} V")
print(f"field along the bar: {current * r_sheet / width / 100:.1f} V/cm")
print(f"Hall voltage, formula: {v_hall * 1e6:.2f} uV")
print(f"Hall voltage, finite elements: {fem_hall * 1e6:.2f} uV")
print(f"offset voltage, formula: {v_offset * 1e3:.2f} mV")
print(f"offset voltage, finite elements: {fem_offset * 1e3:.2f} mV")
print(f"Hall/offset ratio, formula: {ratio:.2e}")
print(f"Hall/offset ratio, finite elements: {fem_hall / fem_offset:.3e}")
print(f"displacement for equal voltages: {mu_b * width * 1e9:.1f} nm")
print(f"large-field test, mu*B = 0.3: Hall part {odd_big:.4f} R_s")
print(f"large-field test, s = 0.02: offset part {even_big:.5f} R_s")
print(f"activation energy (rough, assumed): {activation_eV:.2f} eV")
print(f"relative fall of resistance: {temp_coeff * 100:.2f} % per K")
print(f"warming that gives 100 % Hall error: {drift_full:.2f} K")
print(f"warming that gives 10 % Hall error: {drift_tenth * 1e3:.0f} mK")
print(f"Hall error simulated at that warming: {drift_error * 100:.1f} %")
print(f"magnetoresistance (assumed): {magneto * 100:.1f} %")
print(f"Hall error, field on minus off: {error_on_off * 100:.0f} %")
print(f"Hall error, field reversal: {abs(error_reversal) * 100:.3f} %")
print(f"Hall factor (assumed low case): {hall_factor:.1f}")
print(f"ratio if 0.1 cm2/Vs is drift mobility: {hall_factor * ratio:.1e}")
print(f"Seebeck coefficient (rough, assumed): {seebeck_uV:.0f} uV/K")
print(f"probe temperature difference (assumed): {probe_dT_mK:.0f} mK")
print(f"thermoelectric voltage: {thermo_uV:.2f} uV")
print(f"thermoelectric/Hall: {thermo_uV / (v_hall * 1e6) * 100:.1f} %")
print(f"thermal noise of one square in 1 Hz: {noise_nV:.0f} nV rms")
print(f"noise/Hall: {noise_nV / (v_hall * 1e9) * 100:.2f} %")
print(f"glass thickness (assumed): {glass_mm:.1f} mm")
print(f"glass heat conductivity (rough): {glass_conductivity:.1f} W/(m K)")
print(f"self-heating across the glass: {heating_mK:.1f} mK")
for aspect, value in short_factor.items():
    print(f"Hall reduction factor, length/width {aspect:.0f}: {value:.3f}")
print("all tests passed")
```

It prints:

```
Hall mobility: 0.10 cm2/Vs
field: 1.0 T
misalignment: 0.010 squares
hole density (rough): 1.0e+20 cm^-3
thickness: 50 nm
current: 10 uA
bar width: 1.0 mm
probe displacement: 10.0 um
temperature: 300 K
mobility times field: 1.00e-05 (pure number)
sheet resistance: 124.8 kohm per square
voltage along one square: 1.248 V
field along the bar: 12.5 V/cm
Hall voltage, formula: 12.48 uV
Hall voltage, finite elements: 12.48 uV
offset voltage, formula: 12.48 mV
offset voltage, finite elements: 12.48 mV
Hall/offset ratio, formula: 1.00e-03
Hall/offset ratio, finite elements: 9.999e-04
displacement for equal voltages: 10.0 nm
large-field test, mu*B = 0.3: Hall part 0.3000 R_s
large-field test, s = 0.02: offset part 0.02000 R_s
activation energy (rough, assumed): 0.05 eV
relative fall of resistance: 0.64 % per K
warming that gives 100 % Hall error: 0.31 K
warming that gives 10 % Hall error: 31 mK
Hall error simulated at that warming: 10.0 %
magnetoresistance (assumed): 0.1 %
Hall error, field on minus off: 100 %
Hall error, field reversal: 0.000 %
Hall factor (assumed low case): 0.1
ratio if 0.1 cm2/Vs is drift mobility: 1.0e-04
Seebeck coefficient (rough, assumed): 100 uV/K
probe temperature difference (assumed): 10 mK
thermoelectric voltage: 1.00 uV
thermoelectric/Hall: 8.0 %
thermal noise of one square in 1 Hz: 45 nV rms
noise/Hall: 0.36 %
glass thickness (assumed): 0.7 mm
glass heat conductivity (rough): 1.0 W/(m K)
self-heating across the glass: 8.7 mK
Hall reduction factor, length/width 1: 0.675
Hall reduction factor, length/width 2: 0.930
Hall reduction factor, length/width 4: 0.997
all tests passed
```
